Effective ligand-field symmetry of cis-MA₄B₂ and fac-MA₃B₃ complexes

Anyone fitting the d–d spectrum of a six-coordinate complex with two kinds of ligand must first choose the symmetry of the ligand-field matrix and the number of its parameters. The molecule cis-MA₄B₂ has point group C₂ᵥ and fac-MA₃B₃ has C₃ᵥ, and beyond the mean d energy these groups allow five field parameters (the d shell spans 2a₁ + a₂ + b₁ + b₂) and three (a₁ + 2e) respectively. If the cis isomer may be treated as tetragonal, with parameters taken from the trans isomer, and the fac isomer as cubic, the field parameters shrink to the octahedral Dq of MA₆ and MB₆ and one further parameter, Ds, which the octahedra do not supply, and to first order the size and order of a band splitting distinguish the isomers, a test that for the lowest spin-allowed band needs the two octahedral Dq values to differ appreciably. This is permitted under definite conditions, and what permits it is holohedrisation: inside a d shell the field acts only through its part that is even under inversion.

The model has four assumptions. The field acts within a pure l = 2 shell with one radial function. It is a sum of one-electron terms, one per ligand. Each term is axially symmetric about its metal–ligand axis, with mirror planes containing the axis, and a given ligand brings the same term to every site and every complex (transferability). The ligands lie exactly on ±x, ±y, ±z, which is the meaning of orthoaxial. Energies are in cm⁻¹.

The parity argument needs only the first assumption. A d function is a radial factor times a quadratic form in the direction, so d(−r) = d(r). The change of variable r → −r leaves the volume element unchanged, and

⟨d_i|V(r)|d_j⟩ = ∫ d_i(−r) V(−r) d_j(−r) d³r = ⟨d_i|V(−r)|d_j⟩.

The matrix therefore equals that of [V(r) + V(−r)]/2, and the odd part of V has no d–d elements. For a non-local ligand operator v, such as the angular overlap model implies, the inverted ligand has the operator I v I⁻¹, with I the inversion, and I d = d gives the same conclusion. Applied to one term of the sum, this says that a ligand may be moved through the metal to the opposite site without changing the d matrix. Two trans ligands act as if they sat on the same site, and their parameters add.

In the ligand's own frame, with the bond along z, axial symmetry makes the term commute with l_z, so it is diagonal in m; a mirror plane through the axis exchanges m and −m, so their energies are equal, and any rotation within a ±m pair, including the passage to real orbitals, leaves the matrix diagonal. The energies are eσ for z², eπ for xz and yz, and eδ for xy and x²−y². These three numbers describe any axial term, electrostatic or covalent. The trans sums on axis i are written S_i, P_i, D_i for eσ, eπ, eδ, so that S_x = eσ(+x) + eσ(−x).

To add ligands on different axes their local orbitals must be expanded in one basis. Write d = √(15/8π) nᵀQn, with n the unit direction and Q a traceless symmetric matrix. The spherical average of n_a n_b n_c n_d is an isotropic symmetric tensor, c(δ_ab δ_cd + δ_ac δ_bd + δ_ad δ_bc), and contracting a with b and c with d gives 1 = c(9 + 3 + 3), so c = 1/15. For traceless Q and Q′ the first product drops out and the other two each give tr(QQ′):

∫ (nᵀQn)(nᵀQ′n) dΩ = (8π/15) tr(QQ′).

The overlap of two d functions is thus tr(QQ′). The orbitals xy, xz and yz have purely off-diagonal Q and are orthogonal to one another and to every diagonal Q. For diagonal Q the overlap is the scalar product of the diagonals, which are (−1, −1, 2)/√6 for z² and (1, −1, 0)/√2 for x²−y².

A ligand on x has the σ orbital d(x²) with diagonal (2, −1, −1)/√6, the π orbitals xy and xz, and the δ orbitals yz and y²−z², the last with diagonal (0, 1, −1)/√2. The scalar products of d(x²) with z² and x²−y² are (−2 + 1 − 2)/6 = −1/2 and (2 + 1)/√12 = √3/2; those of y²−z² are (−1 − 2)/√12 = −√3/2 and −1/2. A ligand on y has the σ orbital (−1, 2, −1)/√6, with products (1 − 2 − 2)/6 and (−1 − 2)/√12, the π orbitals xy and yz, and the δ orbitals xz and z²−x², the last with diagonal (−1, 0, 1)/√2 and products (1 + 2)/√12 and −1/2. Hence

d(x²) = −(1/2) z² + (√3/2)(x²−y²),  d(y²−z²) = −(√3/2) z² − (1/2)(x²−y²),

d(y²) = −(1/2) z² − (√3/2)(x²−y²),  d(z²−x²) = (√3/2) z² − (1/2)(x²−y²).

A local orbital φ with energy e contributes e⟨i|φ⟩⟨φ|j⟩ to H_ij. The squares of the coefficients give the diagonal, and by the parity argument both ligands of an axis carry the same coefficients:

H(z²) = S_z + (S_x + S_y)/4 + 3(D_x + D_y)/4

H(x²−y²) = 3(S_x + S_y)/4 + (D_x + D_y)/4 + D_z

H(xy) = P_x + P_y + D_z,  H(xz) = P_x + P_z + D_y,  H(yz) = P_y + P_z + D_x.

The t₂g orbitals xy, xz, yz are themselves local orbitals on every axis, so they have no off-diagonal elements. The one that remains couples the e_g pair. The products of coefficients are −√3/4 for σ on x, +√3/4 for δ on x, +√3/4 for σ on y and −√3/4 for δ on y, so with T_i = S_i − D_i

⟨z²|H|x²−y²⟩ = −(√3/4)(T_x − T_y).

The matrix contains nine trans sums in place of eighteen ligand parameters, and having six independent elements it fixes only six combinations of them. It is the matrix of a complex with equal ligands at both ends of each axis, whose symmetry is at least D₂ₕ. Subtracting the two e_g diagonal elements gives H(z²) − H(x²−y²) = T_z − (T_x + T_y)/2. The eigenvalues of a real symmetric 2×2 matrix differ by the root of the squared diagonal difference plus four times the squared off-diagonal element, and

[T_z − (T_x + T_y)/2]² + (3/4)(T_x − T_y)² = T_x² + T_y² + T_z² − T_xT_y − T_xT_z − T_yT_z,

where the coefficient of T_xT_y is 1/2 − 3/2 = −1 and that of T_x² is 1/4 + 3/4 = 1. The e_g splitting is the square root of this expression.

For the octahedron ML₆ every sum is twice the ligand parameter. Both e_g orbitals lie at 3eσ + 3eδ and the t₂g orbitals at 4eπ + 2eδ, and the gap defines Dq_L:

10Dq_L = 3eσ − 4eπ + eδ.

For any orthoaxial set the e_g trace is ΣS + ΣD and the t₂g trace is 2ΣP + ΣD, with sums over the three axes. The gap between the two barycentres is (ΣS + ΣD)/2 − (2ΣP + ΣD)/3 = (3ΣS − 4ΣP + ΣD)/6, the mean of 10Dq_L over the six ligands. This is the rule of average environment, exact for orbital barycentres in this model, and it gives geometrical isomers the same mean gap.

Suppose now that the x and y sums are equal for all three bond types. The off-diagonal element vanishes, xz and yz are degenerate, and the matrix is tetragonal about z. Let σe, πe, δe be means over the four equatorial ligands and σa, πa, δa means over the two axial ones, so that S_x = S_y = 2σe and S_z = 2σa. Then

E(z²) = 2σa + σe + 3δe,  E(x²−y²) = 3σe + δe + 2δa,

E(xy) = 4πe + 2δa,  E(xz, yz) = 2πe + 2πa + 2δe.

The tetragonal parameters are defined, with a common shift E₀, by the Ballhausen convention

E(x²−y²) = E₀ + 6Dq + 2Ds − Dt,  E(z²) = E₀ + 6Dq − 2Ds − 6Dt,

E(xy) = E₀ − 4Dq + 2Ds − Dt,  E(xz, yz) = E₀ − 4Dq − Ds + 4Dt.

Four energies fix four unknowns. In E(x²−y²) − E(xy) the Ds and Dt terms cancel on one side and 2δa on the other, leaving 10Dq = 3σe − 4πe + δe. Since Dq_L is linear in the parameters, this is 10Dq_eq, the mean over the equatorial ligands: the Dq of this convention is the equatorial value and not the mean over all six. With Δσ = σe − σa, and likewise Δπ and Δδ, the two splittings are

E(x²−y²) − E(z²) = 4Ds + 5Dt = 2Δσ − 2Δδ,

E(xy) − E(xz) = 3Ds − 5Dt = 2Δπ − 2Δδ.

Adding them removes Dt and gives 7Ds = 2Δσ + 2Δπ − 4Δδ. Three times the first minus four times the second removes Ds and gives 15Dt + 20Dt = 6Δσ − 6Δδ − 8Δπ + 8Δδ = 2(3Δσ − 4Δπ + Δδ). The bracket is 10Dq_eq − 10Dq_ax, where Dq_ax is the mean of Dq_L over the two axial ligands. Therefore

Ds = (2/7)(Δσ + Δπ − 2Δδ),  Dt = (20/35)(Dq_eq − Dq_ax) = (4/7)(Dq_eq − Dq_ax).

Dt is positive when the axial field is the weaker. Dq_ax is the Dq that the axial ligands would produce as a complete octahedron at the same bond length. As a consistency check, the Dt terms average to −7Dt/2 over e_g and to (−1 + 8)Dt/3 over t₂g, while the Ds terms average to zero in both, so the barycentre gap is 10Dq_eq − (35/6)Dt = 10Dq_eq − (10/3)(Dq_eq − Dq_ax) = 10(2Dq_eq + Dq_ax)/3, the six-ligand mean.

That Dt depends on Dq alone, while Ds does not, has a reason in the rank of the field. For a local ligand potential, radially averaged over the d shell and expanded as v = Σ a_k P_k(μ), with μ the cosine of the angle from the bond, the parameters are averages over the densities (5/8)(3μ² − 1)², (15/4)μ²(1 − μ²) and (15/16)(1 − μ²)² for σ, π and δ, each normalised on −1 ≤ μ ≤ 1. They are even polynomials of degree four, so only k = 0, 2, 4 survive. With ∫μ²ⁿdμ = 2/(2n + 1), the moments ⟨μ²⟩ are (5/4)(9/7 − 6/5 + 1/3) = 11/21, (15/2)(1/5 − 1/7) = 3/7 and (15/8)(1/3 − 2/5 + 1/7) = 1/7, and the moments ⟨μ⁴⟩ are (5/4)(1 − 6/7 + 1/5) = 3/7, (15/2)(1/7 − 1/9) = 5/21 and (15/8)(1/5 − 2/7 + 1/9) = 1/21. Inserting them in P₂ = (3μ² − 1)/2 and P₄ = (35μ⁴ − 30μ² + 3)/8 gives

eσ = a₀ + (2/7)a₂ + (2/7)a₄,  eπ = a₀ + (1/7)a₂ − (4/21)a₄,  eδ = a₀ − (2/7)a₂ + (1/21)a₄.

In 3eσ − 4eπ + eδ the a₀ terms cancel, the a₂ terms give (6 − 4 − 2)/7 = 0 and the a₄ terms give (18 + 16 + 1)/21 = 5/3. In eσ + eπ − 2eδ the a₂ terms give (2 + 1 + 4)/7 = 1 and the a₄ terms (6 − 4 − 2)/21 = 0. Hence

Dq = a₄/6,  Ds = (2/7)Δa₂,  Dt = (4/7)(Δa₄/6) = (2/21)Δa₄.

Dq and Dt both measure the rank-four strength of the ligands. Ds measures rank two, to which an octahedron is blind, so Ds cannot be predicted from Dq_A and Dq_B.

The isomers follow from their trans sums. Let A and B stand for any one of the three parameters of the two ligands. In trans-MA₄B₂ with B on ±z the sums on x, y, z are 2A, 2A, 2B, and Δ = A − B. In cis-MA₄B₂ with B on +x and +y they are A + B, A + B, 2A. The x and y sums are equal, so the matrix is tetragonal, and its unique axis is the A–M–A line normal to the B–M–B plane, not the true twofold axis that bisects the B–M–B angle. The equatorial mean is (A + B)/2 and the axial mean is A, so

Δ(cis) = (A + B)/2 − A = −(A − B)/2 = −Δ(trans)/2.

Ds, Dt and both orbital splittings are linear in Δ, so each is exactly −1/2 of its trans value, with the order of levels reversed. Dq itself differs, being Dq_A for trans and (Dq_A + Dq_B)/2 for cis. In MA₅B the axial mean is (A + B)/2, so Δ = (A − B)/2 and Dt = (2/7)(Dq_A − Dq_B): the factor 4/7 applies to the mean of both axial ligands, and this splitting is as large as that of the cis isomer with opposite sign. In fac-MA₃B₃, with B on +x, +y, +z, all three sums are A + B. The matrix is that of an octahedron of ligands (A + B)/2, exactly cubic, with Dq = (Dq_A + Dq_B)/2, although the molecule has no fourfold axis. In mer-MA₃B₃ the sums are A + B, 2A, 2B, all different, and the matrix is rhombic. With t = T_A − T_B for single ligands, and noting that the quadratic form of the e_g splitting equals half the sum of (T_i − T_j)² over the three pairs, the differences are t, t, 2t for mer and 0, 2t, 2t for trans. The splittings are √3|t| and 2|t|, in the ratio √3/2.

Spectra show many-electron terms, and for these the factor −1/2 has a narrower range. Take the quartets of d³, with electron repulsion assumed spherical and the same in all isomers, and spin–orbit coupling neglected. Three parallel spins in five orbitals give ten determinants. In the m basis there is one with M_L = 3, one with M_L = 2, namely |2, 1, −1|, and two with M_L = 1, so the terms are L = 3 and L = 1, ⁴F and ⁴P, with 7 + 3 = 10 states. Repulsion commutes with rotations and is constant within each term. The pair xz, yz spans m = ±1, so |xz yz| is proportional to |1, −1|, and both |xz yz xy| and |xz yz x²−y²| are combinations of M_L = ±2. They are pure ⁴F and have equal repulsion energy. In a tetragonal matrix the orbitals involved are eigenfunctions of the field, so both determinants are exact eigenstates of field plus repulsion. Both change sign under the fourfold rotation; under the twofold rotation about x, where xz and xy change sign and yz and x²−y² do not, the first is even and the second odd, which labels them ⁴B₁ and ⁴B₂ in the effective group. The first is the t₂g³ ground state for a field near octahedral, and

E(⁴B₂) − E(⁴B₁) = E(x²−y²) − E(xy) = 10Dq_eq

with no approximation beyond the model.

In a cubic field the same argument holds about x and y, so |xy xz y²−z²| and |xy yz z²−x²| are eigenstates too, and the three form ⁴T₂. Split the field into the cubic field of the six-ligand mean and a remainder V. Two different ⁴T₂ determinants differ in one t₂g orbital, which is orthogonal to every orbital of the other determinant and which V connects to no other orbital, so V is diagonal among the three. Measured from the ground state, the first-order energy of the xy component of any orthoaxial complex is

H(x²−y²) − H(xy) = [3(S_x + S_y) − 4(P_x + P_y) + (D_x + D_y)]/4,

the mean 10Dq of the four ligands in the xy plane, and relabelling the axes gives the other two. In the tetragonal case the xz and yz planes each hold two equatorial and two axial ligands and give the ⁴E pair at 5(Dq_eq + Dq_ax). Thus to first order in V

E(⁴E) − E(⁴B₂) = −5(Dq_eq − Dq_ax) = −(35/4)Dt.

The ⁴E state is in general not an exact eigenstate, because y²−z² mixes the two e_g levels of the tetragonal field and V couples it to the E components of the two ⁴T₁ terms. The coupling is the element between y²−z² and d(x²), of size (√3/4)|T_x − T_z| = (√3/2)|Δσ − Δδ|; when it vanishes the first-order energy is exact. As long as it is the lowest quartet of E symmetry, the variational principle places the exact level at or below the first-order value.

Both MA₄B₂ isomers share the mean sum (4A + 2B)/3 per axis. Subtracting it leaves (2/3, 2/3, −4/3)(A − B) for trans and (−1/3, −1/3, 2/3)(A − B) for cis. The matrix is linear in the sums, so V(cis) = −V(trans)/2 about the same cubic field. The n-th order of perturbation theory is of degree n in V, so the cis contribution is (−1/2)ⁿ times the trans one for any term of any dⁿ configuration. First-order splittings are in the ratio −1/2, second-order shifts in the ratio +1/4, and the rule for terms is a first-order rule. For fac, V = 0 and every term keeps its cubic degeneracy to all orders in the repulsion.

For a worked case take the round model parameters eσ = 7000, eπ = 0 for A and eσ = 5500, eπ = 1000 for B, with eδ = 0 and Racah parameters of 650 (B) and 2600 (C). Then 10Dq_A = 3·7000 = 21000 and 10Dq_B = 3·5500 − 4·1000 = 12500, so Dq_A = 2100 and Dq_B = 1250. For trans, Δσ = 1500 and Δπ = −1000, so

Ds = (2/7)(1500 − 1000) = 142.9,  Dt = (4/7)(2100 − 1250) = 485.7 cm⁻¹ = 0.0602 eV.

The orbital energies are E(z²) = 2·5500 + 7000 = 18000, E(x²−y²) = 21000, E(xy) = 0 and E(xz, yz) = 2000, with an e_g splitting of 3000 and E(xy) − E(xz) = −2000. For cis, σe = 6250 and πe = 500, so E(z²) = 14000 + 6250 = 20250, E(x²−y²) = 18750, E(xy) = 2000 and E(xz, yz) = 1000. The differences are −1500 and +1000, minus half of the trans values. With Dq_eq = 1675 and Dq_ax = 2100, Dt = (4/7)(1675 − 2100) = −242.9 cm⁻¹ = −0.0301 eV, and Ds = −71.4. Both isomers have the barycentre gap (4·21000 + 2·12500)/6 = 18167. MA₅B has Ds = 71.4 and Dt = 242.9. For fac, e_g lies at 18750 and t₂g at 2000, a gap of 16750. For mer the t₂g levels are 3000, 2000 and 1000, the off-diagonal element is −(√3/4)(12500 − 14000) = 649.5, and the e_g splitting is √3·1500 = 2598.

Diagonalising the ten quartet determinants, with repulsion integrals from angular quadrature that place ⁴P at 15 × 650 = 9750 above ⁴F, gives the full energies. For trans, ⁴B₂ lies at 21000, and ⁴E at 16750 in first order and 16558.5 in full. For cis, ⁴B₂ lies at 16750, and ⁴E at 18875 and 18808.3. The first-order splittings are −(35/4)(485.7) = −4250 and +2125. The full ones are −4441.5 and +2058.3, with ratio −0.463, which departs from −1/2 by about 7 per cent of 1/2. Reading Dt from the full splitting by the first-order formula would overestimate |Dt| by 191.5/4250, or 4.5 per cent of the true value, for trans and underestimate it by 66.7/2125, or 3.1 per cent, for cis. These errors are small because Dq_A − Dq_B is large here. The first-order splitting follows Dq_A − Dq_B while the remainder follows Δσ − Δδ: with B changed to eσ = 8300, eπ = 1000, so that 10Dq_B = 20900, the first-order values −50 and +25 become −259 and −16, and both isomers show the same order of levels.

The remainders −191.5 and −66.7 are both negative, as the variational argument requires, but their ratio is 0.35 and not 1/4. By the scaling of orders the excess must come from third and higher orders, and when the difference B − A is scaled by 0.01 the ratio falls to 0.2508. The fac quartets remain three exact triplets at 16750, 23298 and 36702. In mer, which has no effective fourfold axis, the argument for an exact level lapses: the plane means 14625, 16750 and 18875 become 14580, 16517 and 18785.

An electrostatic model checks the orbital results without angular overlap algebra. Each ligand is a smeared charge with electron energy q erf(s/a)/s in atomic units, s being the distance from the ligand, with q = 1.0, bond length 3.8 bohr and a = 1.5 bohr for A, and 0.7, 4.2 bohr and 1.8 bohr for B; the d radial function is r² exp(−1.6r) with r in bohr. One-dimensional Legendre projection gives a₂ = 15429.1 and a₄ = 4242.2 for A and 8052.8 and 1766.7 for B. The formulas predict Dq_A = 4242.2/6 = 707.0, Ds = (2/7)(15429.1 − 8052.8) = 2107.5 and Dt = (2/21)(4242.2 − 1766.7) = 235.8 for trans. Three-dimensional quadrature of the whole complexes, on a grid without inversion symmetry, gives these values, with Dq_B = 294.45, (4/7)(707.03 − 294.45) = 235.76, and Ds = −1053.8, Dt = −117.9 for cis. The program also tests the general matrix and the isomer formulas symbolically.

The results fail when an assumption fails, and the first to consider is the pure d shell. A d–p element has an odd product of orbitals, so the same change of variable gives ⟨d|V(r)|p⟩ = −⟨d|V(−r)|p⟩, and trans ligands subtract. In fac each axis then leaves a π coupling w between t₂g and p, the difference between the B and A values, and likewise a σ coupling between the e_g pair and p, which does not enter the t₂g block at second order. The ligands on x couple xy to p_y and xz to p_z, and cyclically, so each t₂g orbital meets two p orbitals and each pair of t₂g orbitals shares one, with equal signs by the mirror planes of C₃ᵥ. To second order, with p a distance ΔE above d, the t₂g block acquires −2w²/ΔE on the diagonal and −w²/ΔE off it. Its eigenvalues are −4w²/ΔE once and −w²/ΔE twice, a trigonal splitting quadratic in the A–B difference. In the charge model, with p radial function r³ exp(−1.2r) and an arbitrary offset of 87790 added to the p energies, the t₂g set splits into one level and a pair, 576 apart; the size depends on the offset chosen. This number comes from the full d–p matrix and is not 3w²/ΔE alone: it includes higher orders, among them the σ coupling, which connects the e_g pair through p to the t₂g pair of the same e symmetry in C₃ᵥ, lowers that pair and leaves the single level unchanged.

An s orbital is even, so its coupling holohedrises. An axial ligand couples s only to its own σ orbital, and with G_i the trans sums of that coupling the coefficients above give ⟨s|V|z²⟩ = G_z − (G_x + G_y)/2 and ⟨s|V|x²−y²⟩ = (√3/2)(G_x − G_y). Both vanish for fac. The first is in the ratio −1/2 for cis and trans, +3065 against −6129 in the charge model with the s radial function r³ exp(−1.2r). For equal s–d separations the second-order lowering of z² goes as the square, so it has the same sign in both isomers and the ratio 1/4, which spoils the −1/2 rule for the e_g splitting.

Loss of axial symmetry leaves the parity argument intact but makes the orientation of each ligand matter. Give B in fac the π parameters 2000 and 0 in its two planes, with the same mean of 1000. If the active orbitals are xy, yz and xz for the ligands on x, y and z, each t₂g orbital receives 2000 and the set stays degenerate. If each ligand is turned by 45° about its bond, the active orbitals become (xy + xz)/√2 and its cyclic partners, the block has 2000 on the diagonal and 1000 off it, and the eigenvalues 4000, 1000, 1000 are split by 3000. Loss of orthoaxiality acts directly as well: bending the three axial-symmetry B ligands of the fac worked case by 5° towards the threefold axis splits t₂g by 566. The three A ligands on the axes give a cubic matrix by themselves, so in this distortion the splitting arises because the B bonds are no longer mutually perpendicular, and by the parity argument keeping each trans pair collinear would not remove it. Perpendicular B bonds are not enough either: turning the B triad rigidly by 5° about the threefold axis, away from the axes of the A ligands, splits t₂g by 60. Finally, if the parameters of A change with the ligand opposite it, the general matrix still holds with the actual sums, and fac stays cubic because its three axes are equivalent, but Δ(cis) and Δ(trans) are then built from different values of A and B and the ratio −1/2 is lost already for the orbitals.

Numbers as computed

```
smeared charges (q/e, R/bohr, a/bohr): A (1.0, 3.8, 1.5) B (0.7, 4.2, 1.8)
radial functions: d r^2 exp(-1.6r), s,p r^3 exp(-1.2r), r in bohr
a2, a4 of A = 15429.1 4242.2 cm-1
a2, a4 of B = 8052.8 1766.7 cm-1
quadrature MA6 Dq, Ds, Dt = 707.03 0.00 0.00 cm-1
quadrature MB6 Dq, Ds, Dt = 294.45 0.00 0.00 cm-1
quadrature trans Dq, Ds, Dt = 707.03 2107.53 235.76 cm-1
quadrature cis Dq, Ds, Dt = 500.74 -1053.76 -117.88 cm-1
<s|V|z2> trans, cis = -6129.1 3064.6 cm-1
fac with p offset 87790 cm-1: t2g split 576.3 cm-1
model e_sigma, e_pi: A 7000 0, B 5500 1000 cm-1; e_delta = 0
Racah B, C = 650 2600 cm-1; 4P-4F gap = 9750.0 cm-1
Dq_A, Dq_B = 2100.0 1250.0 cm-1
trans diag z2,xz,yz,xy,x2-y2 = 18000 2000 2000 0 21000 cm-1
trans barycentre gap 18166.7, e_g split 3000.0 cm-1
trans Dq_eq 2100.0 Dq_ax 1250.0 Ds 142.86 Dt 485.71 cm-1 (Dt 0.06022 eV)
trans 4T2 first order 16750.0 16750.0 21000.0 cm-1
trans 4T2 full        16558.5 16558.5 21000.0 cm-1
cis diag z2,xz,yz,xy,x2-y2 = 20250 1000 1000 2000 18750 cm-1
cis barycentre gap 18166.7, e_g split 1500.0 cm-1
cis Dq_eq 1675.0 Dq_ax 2100.0 Ds -71.43 Dt -242.86 cm-1 (Dt -0.03011 eV)
cis 4T2 first order 16750.0 18875.0 18875.0 cm-1
cis 4T2 full        16750.0 18808.3 18808.3 cm-1
MA5B diag z2,xz,yz,xy,x2-y2 = 19500 1000 1000 0 21000 cm-1
MA5B barycentre gap 19583.3, e_g split 1500.0 cm-1
MA5B Dq_eq 2100.0 Dq_ax 1675.0 Ds 71.43 Dt 242.86 cm-1 (Dt 0.03011 eV)
MA5B 4T2 first order 18875.0 18875.0 21000.0 cm-1
MA5B 4T2 full        18821.8 18821.8 21000.0 cm-1
fac diag z2,xz,yz,xy,x2-y2 = 18750 2000 2000 2000 18750 cm-1
fac barycentre gap 16750.0, e_g split 0.0 cm-1
fac 4T2 first order 16750.0 16750.0 16750.0 cm-1
fac 4T2 full        16750.0 16750.0 16750.0 cm-1
mer diag z2,xz,yz,xy,x2-y2 = 17625 3000 2000 1000 19875 cm-1
mer barycentre gap 16750.0, e_g split 2598.1 cm-1
mer 4T2 first order 14625.0 16750.0 18875.0 cm-1
mer 4T2 full        14580.1 16516.6 18784.7 cm-1
mer <z2|H|x2-y2> = 649.5 cm-1
fac quartets 4T2, 4T1, 4T1 = 16750.0 23298.3 36701.7 cm-1
4E-4B2 first order trans -4250.0 cis 2125.0 cm-1, ratio -0.5000
4E-4B2 full trans -4441.5 cis 2058.3 cm-1, ratio -0.4634
full minus first order: trans -191.5 cis -66.7 cm-1
B-A scaled by 0.01: remainder ratio cis/trans 0.2508
fac, B pi_x 2000 pi_y 0 cm-1: t2g split 0.0 (twist 0), 3000.0 (45 deg) cm-1
fac, B bent 5 deg toward C3 axis: t2g split 566.4 cm-1
```
